**Surface field of a uniformly doped MOS capacitor**

The program tests the formula F_s = sgn(φ_s) √(8πkT/κ) √[p₀(e^(−u) + u − 1) + n₀(e^u − u − 1)] in atomic units. Here φ_s is the surface potential relative to the neutral bulk, u = φ_s/kT, p₀ and n₀ are the bulk hole and electron densities, and κ is the relative permittivity. It asserts agreement to within 1 part in 10⁴ with a finite-volume solution of Poisson's equation that does not use the first integral, at five surface potentials and also at doping equal to the intrinsic density. Further assertions cover the field at interior depths, the flat-band and depletion limits, the electron sheet density, and the failure of a surface field that is 1% too small or too large. The extension to Fermi-Dirac carriers and incomplete ionisation is also compared with Poisson's equation. For silicon with 10¹⁷ cm⁻³ acceptors at 300 K, the output gives 0.160 MV/cm at the onset of strong inversion and 0.331 MV/cm at 0.95 V; halving the number of mesh cells shifts the latter by about 10⁻⁴ %. Of the neglected effects sized at 0.95 V, quantum confinement is the largest, with a rough change of −29% at fixed surface potential.

## Numerical check

```python
"""
Surface field of a uniformly acceptor-doped MOS capacitor in equilibrium.

Result under test (atomic units, e = 1, 4 pi eps0 = 1):
  F_s = sgn(phi_s) sqrt(8 pi kT/kappa)
        * sqrt(p0 (exp(-u) + u - 1) + n0 (exp(u) - u - 1)),  u = phi_s/kT
phi_s : surface potential relative to the neutral bulk
F_s   : field just inside the semiconductor, positive into it
p0,n0 : bulk hole and electron densities, p0 - n0 = acceptor density
kappa : relative permittivity of the semiconductor
The independent road is a finite-volume solution of Poisson's equation.
Material parameters are rough typical values for silicon and its oxide.
"""
from types import SimpleNamespace
import mpmath
import numpy as np
import scipy.constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import solve_banded
from scipy.optimize import brentq
from scipy.special import ai_zeros, expit, gamma

HARTREE_EV = const.physical_constants["Hartree energy in eV"][0]
BOHR_CM = const.physical_constants["Bohr radius"][0] * 100
BOHR_NM = BOHR_CM * 1e7
FIELD_MV_CM = HARTREE_EV / BOHR_CM / 1e6
PER_CM3 = BOHR_CM**3              # one per cm3, in atomic units
KAPPA, KAPPA_OXIDE = 11.7, 3.9
GAP_EV, ACCEPTOR_DEPTH_EV = 1.12, 0.045
NC_300_CM3, NV_300_CM3 = 2.8e19, 2.6e19
DOPING_CM3, TEMPERATURE = 1e17, 300.0
OXIDE_NM, BARRIER_EV, OXIDE_MASS = 5.0, 3.1, 0.4
OXIDE_BREAKDOWN_MV_CM = 10.0
MASS_LONG, MASS_TRANS = 0.92, 0.19


def thermal_energy(temperature):
    return const.k * temperature / const.e / HARTREE_EV


# Fermi-Dirac integrals by Gauss-Legendre, with energy/kT = s**2
nodes, weights = np.polynomial.legendre.leggauss(60)
S = 3.5 * (nodes + 1)
WS = 3.5 * weights


def fd_density(eta):
    occupation = expit(np.asarray(eta)[..., None] - S**2)
    return occupation @ (WS * 2 * S**2 / gamma(1.5))


def fd_slope(eta):
    occupation = expit(np.asarray(eta)[..., None] - S**2)
    return (occupation * (1 - occupation)) @ (WS * 2 * S**2 / gamma(1.5))


def fd_pressure(eta):
    occupation = expit(np.asarray(eta)[..., None] - S**2)
    return occupation @ (WS * 2 * S**4 / gamma(2.5))


def make_model(acceptors, temperature=TEMPERATURE,
               degenerate=False, incomplete=False):
    """Charge density against potential, and the extended field formula."""
    kt = thermal_energy(temperature)
    nc = NC_300_CM3 * PER_CM3 * (temperature / 300) ** 1.5
    nv = NV_300_CM3 * PER_CM3 * (temperature / 300) ** 1.5
    gap = GAP_EV / HARTREE_EV / kt
    if degenerate:
        density, slope, pressure = fd_density, fd_slope, fd_pressure
    else:
        density = slope = pressure = np.exp

    def neutral_ratio(eta):
        if not incomplete:
            return 0.0
        return 4 * np.exp(ACCEPTOR_DEPTH_EV / HARTREE_EV / kt + eta)

    def bulk_charge(eta):
        return (nv * density(eta) - nc * density(-gap - eta)
                - acceptors / (1 + neutral_ratio(eta)))

    eta_p = brentq(bulk_charge, -gap, 0.0, xtol=1e-13)
    eta_n = -gap - eta_p
    c = neutral_ratio(eta_p)

    def electrons(phi):
        return nc * density(eta_n + phi / kt)

    def charge(phi):
        u = phi / kt
        return (nv * density(eta_p - u) - electrons(phi)
                - acceptors / (1 + c * np.exp(-u)))

    def charge_slope(phi):
        u = phi / kt
        dopant = acceptors * c * np.exp(-u) / (1 + c * np.exp(-u)) ** 2
        return -(nv * slope(eta_p - u) + nc * slope(eta_n + u) + dopant) / kt

    def field(phi):
        u = phi / kt
        total = (nv * (pressure(eta_p - u) - pressure(eta_p))
                 + nc * (pressure(eta_n + u) - pressure(eta_n))
                 + acceptors * np.log((np.exp(u) + c) / (1 + c)))
        return np.sign(phi) * np.sqrt(8 * np.pi * kt * total / KAPPA)

    return SimpleNamespace(kt=kt, acceptors=acceptors, electrons=electrons,
                           charge=charge, charge_slope=charge_slope,
                           field=field, ionised=1 / (1 + c),
                           ni=np.sqrt(nc * nv) * np.exp(-gap / 2))


def bulk_densities(acceptors, ni):
    p0 = (acceptors + np.sqrt(acceptors**2 + 4 * ni**2)) / 2
    return p0, ni**2 / p0


def surface_field(phi, p0, n0, kt):
    u = phi / kt
    total = p0 * (np.expm1(-u) + u) + n0 * (np.expm1(u) - u)
    return np.sign(phi) * np.sqrt(8 * np.pi * kt * total / KAPPA)


def solve_poisson(model, phi_s, cells=4000):
    """Damped Newton solution on a graded mesh; no first integral is used."""
    debye = np.sqrt(KAPPA / (-4 * np.pi * model.charge_slope(0.0)))
    width = np.sqrt(KAPPA * abs(phi_s) / (2 * np.pi * model.acceptors))
    grid = np.linspace(0, 1, cells + 1)
    depth = (width + 30 * debye) * np.sinh(8 * grid) / np.sinh(8)
    h = np.diff(depth)
    volume = (h[1:] + h[:-1]) / 2
    source = 4 * np.pi / KAPPA
    phi = phi_s * np.clip(1 - depth / width, 0, 1) ** 2
    bands = np.zeros((3, cells - 1))
    bands[0, 1:] = bands[2, :-1] = 1 / h[1:-1]
    for _ in range(400):
        inner = phi[1:-1]
        residual = np.diff(np.diff(phi) / h) + source * volume * model.charge(inner)
        bands[1] = (-1 / h[1:] - 1 / h[:-1]
                    + source * volume * model.charge_slope(inner))
        step = -solve_banded((1, 1), bands, residual)
        largest = np.max(np.abs(step))
        phi[1:-1] += step * min(1.0, model.kt / max(largest, 1e-300))
        if largest < 1e-6 * model.kt:
            break
    else:
        raise RuntimeError("Poisson iteration did not converge")
    field = (phi[0] - phi[1]) / h[0] - h[0] / 2 * source * model.charge(phi[0])
    return depth, phi, field


def relative(a, b):
    return abs(a / b - 1)


# Main formula against Poisson's equation
doping = DOPING_CM3 * PER_CM3
model = make_model(doping)
kt = model.kt
p0, n0 = bulk_densities(doping, model.ni)
debye = np.sqrt(KAPPA * kt / (4 * np.pi * (p0 + n0)))
threshold = kt * np.log(p0 / n0)
strong = 0.95 / HARTREE_EV
potentials = [-0.1 / HARTREE_EV, 0.05 / HARTREE_EV, 0.4 / HARTREE_EV,
              threshold, strong]
rows, profiles = [], []
for phi_s in potentials:
    formula = surface_field(phi_s, p0, n0, kt)
    depth, phi, numerical = solve_poisson(model, phi_s)
    assert relative(numerical, formula) < 1e-4
    assert np.all(np.diff(np.abs(phi)) < 1e-8 * kt)
    rows.append((phi_s, formula, numerical))
    profiles.append((depth, phi))
field_threshold, field_strong = rows[3][1], rows[4][1]
coarse = solve_poisson(model, strong, cells=2000)[2]
mesh_shift = relative(coarse, rows[4][2])
assert mesh_shift < 1e-4

# Doping equal to the intrinsic density: both carrier types matter
light = make_model(model.ni)
light_p0, light_n0 = bulk_densities(model.ni, model.ni)
for volts in (-0.2, 0.2):
    phi_s = volts / HARTREE_EV
    assert relative(solve_poisson(light, phi_s)[2],
                    surface_field(phi_s, light_p0, light_n0, kt)) < 1e-4

# The first integral holds at every depth
depth, phi = profiles[4]
local_field = -np.gradient(phi, depth)
inside = phi > 0.01 * kt
inside[0] = False
assert np.max(np.abs(local_field[inside]
                     / surface_field(phi[inside], p0, n0, kt) - 1)) < 1e-3


# A wrong surface field turns the potential back or drives it through zero
def trajectory(x, y):
    curvature = -4 * np.pi * debye**2 / (KAPPA * kt) * model.charge(y[0] * kt)
    return [y[1], curvature]


def crosses_zero(x, y):
    return y[0]


def turns_back(x, y):
    return y[1]


crosses_zero.terminal = turns_back.terminal = True
for factor, expected in ((0.99, 1), (1.01, 0)):
    start = [potentials[2] / kt, -factor * rows[2][1] * debye / kt]
    run = solve_ivp(trajectory, (0, 60), start, rtol=1e-9, atol=1e-11,
                    events=(crosses_zero, turns_back))
    assert len(run.t_events[expected]) == 1
    assert len(run.t_events[1 - expected]) == 0

# Flat-band and depletion limits
for u in (-0.01, 0.01):
    ratio = surface_field(u * kt, p0, n0, kt) * debye / (u * kt)
    assert abs(ratio - (1 - u / 6)) < 1e-5
depletion_field = np.sqrt(8 * np.pi * doping * (potentials[2] - kt) / KAPPA)
assert relative(depletion_field, rows[2][2]) < 1e-4

# Electron part of the surface charge
sheets = []
for index in (3, 4):
    depth, phi = profiles[index]
    n = model.electrons(phi)
    sheet = np.sum(np.diff(depth) * (n[1:] + n[:-1]) / 2)
    by_potential = quad(lambda v: n0 * np.exp(v / kt)
                        / surface_field(v, p0, n0, kt),
                        0.1 / HARTREE_EV, potentials[index],
                        epsabs=0, epsrel=1e-9, limit=200)[0]
    assert relative(sheet, by_potential) < 1e-3
    total = KAPPA * rows[index][2] / (4 * np.pi)
    sheets.append((sheet, total - sheet))
assert sheets[1][0] - sheets[0][0] > 8 * (sheets[1][1] - sheets[0][1])

# Extended formula: Fermi-Dirac carriers and incomplete ionisation
polylog = float(mpmath.re(-mpmath.polylog(2.5, -mpmath.exp(-1))))
assert relative(fd_pressure(-1.0), polylog) < 1e-9
extended = make_model(doping, degenerate=True, incomplete=True)
for phi_s in (potentials[0], strong):
    assert relative(solve_poisson(extended, phi_s)[2],
                    extended.field(phi_s)) < 1e-4
assert relative(model.field(strong), field_strong) < 1e-8
degenerate_field = make_model(doping, degenerate=True).field(strong)
incomplete_field = make_model(doping, incomplete=True).field(strong)

# Quantum confinement in a triangular well with six anisotropic valleys
airy = -ai_zeros(4000)[0]


def confinement(field):
    quantum = classical = 0.0
    for valleys, mass_z, mass_plane in (
            (2, MASS_LONG, MASS_TRANS),
            (4, MASS_TRANS, np.sqrt(MASS_LONG * MASS_TRANS))):
        levels = airy * (field**2 / (2 * mass_z)) ** (1 / 3)
        quantum += valleys * mass_plane * kt / np.pi * np.sum(np.exp(-levels / kt))
        classical += (2 * valleys * np.sqrt(mass_z) * mass_plane
                      * (kt / (2 * np.pi)) ** 1.5 * kt / field)
    return quantum / classical


assert 0.97 < confinement(field_threshold / 100) < 1
quantum_ratio = confinement(field_threshold)
lowest_level = airy[0] * (field_threshold**2 / (2 * MASS_LONG)) ** (1 / 3)
quantum_field = surface_field(strong, p0, n0 * quantum_ratio, kt)

# Oxide, band overlap, hot operation and dopant spacing
oxide_field = KAPPA * field_strong / KAPPA_OXIDE
thickness = OXIDE_NM / BOHR_NM
gate_potential = strong + oxide_field * thickness
barrier = BARRIER_EV / HARTREE_EV
action = quad(lambda x: np.sqrt(2 * OXIDE_MASS * (barrier - oxide_field * x)),
              0, thickness)[0]
log_transmission = -2 * action / np.log(10)
assert oxide_field * FIELD_MV_CM < OXIDE_BREAKDOWN_MV_CM
assert strong * HARTREE_EV < GAP_EV
hot = make_model(doping, temperature=400.0)
hot_p0, hot_n0 = bulk_densities(doping, hot.ni)
hot_threshold = hot.kt * np.log(hot_p0 / hot_n0)
hot_field = surface_field(hot_threshold, hot_p0, hot_n0, hot.kt)
depletion_width = np.sqrt(KAPPA * threshold / (2 * np.pi * doping))

u = strong / kt
hole_dopant_term = p0 * (np.expm1(-u) + u) / PER_CM3
electron_term = n0 * (np.expm1(u) - u) / PER_CM3
charge_uc = (-KAPPA * field_strong / (4 * np.pi) / BOHR_CM**2
             * const.e * 1e6)


def percent(value):
    return 100 * (value / field_strong - 1)


print(f"Temperature: {TEMPERATURE:.0f} K; kT: {kt * HARTREE_EV:.5f} eV")
print(f"Acceptor density: {DOPING_CM3:.1e} cm^-3")
print(f"Rough permittivities, Si and oxide: {KAPPA}, {KAPPA_OXIDE}")
print(f"Rough silicon gap: {GAP_EV} eV")
print(f"Rough Nc, Nv: {NC_300_CM3:.1e}, {NV_300_CM3:.1e} cm^-3")
print(f"Intrinsic density: {model.ni / PER_CM3:.3e} cm^-3")
print(f"Bulk holes p0: {p0 / PER_CM3:.4e} cm^-3")
print(f"Bulk electrons n0: {n0 / PER_CM3:.4e} cm^-3")
print(f"Debye length: {debye * BOHR_NM:.2f} nm")
print(f"Potential where surface n = p0: {threshold * HARTREE_EV:.4f} V")
for phi_s, formula, numerical in rows:
    print(f"phi_s {phi_s * HARTREE_EV:+.4f} V: F formula "
          f"{formula * FIELD_MV_CM:+.5f}, Poisson "
          f"{numerical * FIELD_MV_CM:+.5f} MV/cm")
print(f"Depletion limit at 0.4 V: {depletion_field * FIELD_MV_CM:.5f} MV/cm")
print(f"Mesh shift at 0.95 V, 2000 to 4000 cells: {100 * mesh_shift:.1e} %")
print(f"u at 0.95 V: {u:.3f}")
print(f"Hole and dopant term at 0.95 V: {hole_dopant_term:.4e} cm^-3")
print(f"Electron term at 0.95 V: {electron_term:.4e} cm^-3")
print(f"Semiconductor charge at 0.95 V: {charge_uc:.4f} uC/cm2")
for name, (electron, other) in zip(("n = p0", "0.95 V"), sheets):
    print(f"Sheet at {name}: electrons {electron / BOHR_CM**2:.3e}, "
          f"dopants less holes {other / BOHR_CM**2:.3e} cm^-2")
print(f"Oxide thickness: {OXIDE_NM} nm")
print(f"Oxide field at 0.95 V: {oxide_field * FIELD_MV_CM:.3f} MV/cm")
print(f"Rough oxide breakdown field: {OXIDE_BREAKDOWN_MV_CM:.0f} MV/cm")
print(f"Gate voltage from flat band: {gate_potential * HARTREE_EV:.3f} V")
print(f"Rough oxide barrier, mass: {BARRIER_EV} eV, {OXIDE_MASS} m_e")
print(f"log10 of oxide WKB transmission: {log_transmission:.1f}")
print(f"Gap less band bending at 0.95 V: {GAP_EV - strong * HARTREE_EV:.2f} eV")
print(f"Fermi-Dirac change of F at 0.95 V: {percent(degenerate_field):+.2f} %")
print(f"Rough acceptor depth: {ACCEPTOR_DEPTH_EV} eV; degeneracy factor 4")
print(f"Ionised fraction in bulk (Fermi-Dirac): {extended.ionised:.4f}")
print(f"Incomplete-ionisation change at 0.95 V: {percent(incomplete_field):+.2f} %")
print(f"Both changes together at 0.95 V: {percent(extended.field(strong)):+.2f} %")
print(f"Rough valley masses: {MASS_LONG}, {MASS_TRANS} m_e")
print(f"Lowest well level at n = p0: {lowest_level * HARTREE_EV:.4f} eV")
print(f"Quantum/classical electron sheet at n = p0: {quantum_ratio:.3f}")
print(f"Equivalent potential shift: "
      f"{-kt * np.log(quantum_ratio) * HARTREE_EV:.4f} V")
print(f"Rough confinement change of F at 0.95 V: {percent(quantum_field):+.1f} %")
print(f"At 400 K, fixed gap, n = p0 at: {hot_threshold * HARTREE_EV:.4f} V")
print(f"Field there at 400 K: {hot_field * FIELD_MV_CM:.5f} MV/cm")
print(f"Depletion width at n = p0: {depletion_width * BOHR_NM:.1f} nm")
print(f"Mean dopant spacing: {doping ** (-1 / 3) * BOHR_NM:.1f} nm")
print("all assertions hold")
```

Output:

```
Temperature: 300 K; kT: 0.02585 eV
Acceptor density: 1.0e+17 cm^-3
Rough permittivities, Si and oxide: 11.7, 3.9
Rough silicon gap: 1.12 eV
Rough Nc, Nv: 2.8e+19, 2.6e+19 cm^-3
Intrinsic density: 1.056e+10 cm^-3
Bulk holes p0: 1.0000e+17 cm^-3
Bulk electrons n0: 1.1142e+03 cm^-3
Debye length: 12.93 nm
Potential where surface n = p0: 0.8306 V
phi_s -0.1000 V: F formula -0.18540, Poisson -0.18540 MV/cm
phi_s +0.0500 V: F formula +0.02937, Poisson +0.02937 MV/cm
phi_s +0.4000 V: F formula +0.10758, Poisson +0.10758 MV/cm
phi_s +0.8306 V: F formula +0.16028, Poisson +0.16028 MV/cm
phi_s +0.9500 V: F formula +0.33123, Poisson +0.33123 MV/cm
Depletion limit at 0.4 V: 0.10758 MV/cm
Mesh shift at 0.95 V, 2000 to 4000 cells: 9.1e-05 %
u at 0.95 V: 36.748
Hole and dopant term at 0.95 V: 3.5748e+18 cm^-3
Electron term at 0.95 V: 1.0145e+19 cm^-3
Semiconductor charge at 0.95 V: -0.3431 uC/cm2
Sheet at n = p0: electrons 1.653e+10, dopants less holes 1.020e+12 cm^-2
Sheet at 0.95 V: electrons 1.061e+12, dopants less holes 1.081e+12 cm^-2
Oxide thickness: 5.0 nm
Oxide field at 0.95 V: 0.994 MV/cm
Rough oxide breakdown field: 10 MV/cm
Gate voltage from flat band: 1.447 V
Rough oxide barrier, mass: 3.1 eV, 0.4 m_e
log10 of oxide WKB transmission: -23.8
Gap less band bending at 0.95 V: 0.17 eV
Fermi-Dirac change of F at 0.95 V: -2.17 %
Rough acceptor depth: 0.045 eV; degeneracy factor 4
Ionised fraction in bulk (Fermi-Dirac): 0.9249
Incomplete-ionisation change at 0.95 V: +2.95 %
Both changes together at 0.95 V: +0.52 %
Rough valley masses: 0.92, 0.19 m_e
Lowest well level at n = p0: 0.0514 eV
Quantum/classical electron sheet at n = p0: 0.323
Equivalent potential shift: 0.0292 V
Rough confinement change of F at 0.95 V: -29.3 %
At 400 K, fixed gap, n = p0 at: 0.7044 V
Field there at 400 K: 0.14760 MV/cm
Depletion width at n = p0: 103.6 nm
Mean dopant spacing: 21.5 nm
all assertions hold
```
